\section*{Diffusion-Controlled High-Frequency Breakdown Between Absorbing Plates, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: growth of the lowest diffusion mode}

\subsection{Why an ionization rate alone does not decide breakdown}

Suppose that the electrons in a gas ionize $1.0\times10^{6}$ times per second each and are lost by attachment at just below that rate. If nothing else removed them, their number would grow and the gas would break down. Put the same gas between plates 1~cm apart, under the conditions of the example worked below, and the electron population dies out. Diffusion carries electrons to the plates at $5.2\times10^{6}$ per second per electron, five times faster than attachment removes them. A criterion that leaves out the plates therefore predicts breakdown in fields that are too weak, and it cannot say how the breakdown field depends on the width of the gap.

What is missing is the rate at which diffusion empties the gap. That rate depends on the shape of the electron density, which itself changes in time. The question is which shape counts, and the answer is the most slowly decaying one.

\subsection{The balance equation}

The gas fills the gap $0<x<L$ between two plates much wider than $L$, so the electron density $n(x,t)$ varies with $x$ alone. A uniform electric field acts along $x$,
\begin{equation}
E(t)=\sqrt2\,E\cos\omega t ,
\label{field}
\end{equation}
where $E$ without an argument is the rms value. The electron has charge $-e$, with $e>0$, and mass $m$. SI units are used, with electron energies in eV.

Each electron produces new ones at the ionization frequency $\nu_i$ and is lost by attachment at the frequency $\nu_a$. The net frequency is $\nu=\nu_i-\nu_a$. Attached electrons are taken as lost for good. The particle flux along $x$ is
\begin{equation}
J=-D\frac{\partial n}{\partial x}+u(t)\,n ,
\label{flux}
\end{equation}
where $D$ is the diffusion coefficient and $u(t)$ the drift velocity in the field. In a thin layer between $x$ and $x+dx$ the number of electrons changes by inflow minus outflow, $J(x)-J(x+dx)=-(\partial J/\partial x)\,dx$, and by production, $\nu n\,dx$. Hence
\begin{equation}
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-u(t)\frac{\partial n}{\partial x}+\nu n .
\label{balance}
\end{equation}
Here $D$ and $\nu$ are taken as uniform in the gap. This requires a uniform field and gas, and also that the distance an electron diffuses while its energy relaxes is much smaller than $L$. Otherwise the loss of fast electrons at the plates would change the energy distribution across the gap. The density of electrons is taken to be so low that their space charge is negligible. They then diffuse freely, without being held back by the ions.

The plates absorb every electron that reaches them and emit none. When the mean free path is much smaller than $L$, this is expressed by
\begin{equation}
n(0,t)=n(L,t)=0 .
\label{bc}
\end{equation}
The error of this condition is estimated in the second half.

In a high-frequency field the drift only shakes the electrons to and fro. If the amplitude $a$ of this motion is much smaller than $L$, it should bring few additional electrons to the plates. The first derivation takes this for granted and sets $u=0$. The second derivation keeps $u$ and bounds its effect.

\subsection{The modes and their loss rates}

With $u=0$, write $n=e^{\nu t}w$. Then $\partial n/\partial t=e^{\nu t}(\nu w+\partial w/\partial t)$, the terms $\nu w$ cancel, and
\begin{equation}
\frac{\partial w}{\partial t}=D\frac{\partial^2 w}{\partial x^2},\qquad w(0,t)=w(L,t)=0 .
\label{heat}
\end{equation}
Production has been factored out, and $w$ describes diffusion alone. Try $w=X(x)S(t)$ and divide by $XS$:
\begin{equation}
\frac{1}{S}\frac{dS}{dt}=\frac{D}{X}\frac{d^2X}{dx^2}=-\kappa .
\end{equation}
The left side depends on $t$ alone and the middle on $x$ alone, so both equal a constant, called $-\kappa$. Thus $S=e^{-\kappa t}$, and $\kappa$ is a loss rate. Its sign follows on multiplying $D X''=-\kappa X$ by $X$ and integrating by parts. The boundary term vanishes because $X=0$ at the plates, and
\begin{equation}
D\int_0^L (X')^2dx=\kappa\int_0^L X^2dx .
\end{equation}
Hence $\kappa\ge0$. The value $\kappa=0$ would make $X$ constant and therefore zero. So $\kappa=Dk^2$ with $k>0$, and $X=A\sin kx+B\cos kx$. The plate at $x=0$ requires $B=0$. The plate at $x=L$ requires $\sin kL=0$, so that $k=j\pi/L$ with $j=1,2,3,\dots$ The loss rates are
\begin{equation}
\kappa_j=D\left(\frac{j\pi}{L}\right)^2 ,
\label{kappaj}
\end{equation}
and the lowest is $\kappa_1=D/\Lambda^2$, with the diffusion length $\Lambda=L/\pi$.

The sine functions form a complete set for densities on the gap, so an initial density $n_0(x)$ evolves as
\begin{equation}
n(x,t)=\sum_{j=1}^{\infty}c_j\sin\frac{j\pi x}{L}\,e^{(\nu-\kappa_j)t},
\qquad
c_j=\frac2L\int_0^L n_0(x)\sin\frac{j\pi x}{L}\,dx .
\label{series}
\end{equation}
The formula for $c_j$ follows from $\int_0^L\sin(j\pi x/L)\sin(l\pi x/L)\,dx=(L/2)\delta_{jl}$.

The lowest mode has two properties that settle the matter. It decays most slowly, and $\sin(\pi x/L)$ is positive everywhere inside the gap. Since $n_0$ is nowhere negative, $c_1>0$ for every seed of electrons inside the gap. No seed can avoid the lowest mode. Relative to it, the mode $j$ fades as $e^{-(j^2-1)\kappa_1t}$, and at late times the density varies as $e^{\gamma t}$ with
\begin{equation}
\gamma=\nu_i-\nu_a-D\left(\frac{\pi}{L}\right)^2 .
\label{gamma}
\end{equation}
If $\gamma<0$ every mode decays. If $\gamma>0$ at least the lowest one grows, until space charge or some other effect left out here intervenes. The threshold is
\begin{equation}
\boxed{\;\nu_i-\nu_a=D\left(\frac{\pi}{L}\right)^2=\frac{D}{\Lambda^2}\;}
\label{criterion}
\end{equation}

The series also tells what becomes of a single electron released at $x_0$. Let $n$ now stand for the mean number of electrons per unit length, so that $n_0=\delta(x-x_0)$ and $c_j=(2/L)\sin(j\pi x_0/L)$. The integral of $\sin(j\pi x/L)$ over the gap is $L(1-\cos j\pi)/(j\pi)$, which is $2L/(j\pi)$ for odd $j$ and zero for even $j$. The late mean population is therefore
\begin{equation}
\int_0^L n\,dx\simeq\frac{4}{\pi}\sin\frac{\pi x_0}{L}\;e^{\gamma t}.
\label{seed}
\end{equation}
An electron released near a plate has a small weight because it is likely to be absorbed early. At $x_0=L/4$ the weight is $0.90$. Equation~\eqref{seed} is an average over many releases. In a single trial the first electron may be lost before it ionizes, even when $\gamma>0$.

\subsection{From the applied field to the effective field}

To turn Eq.~\eqref{criterion} into a field one needs to know how $\nu_i$ depends on $E$ and $\omega$. Let $\nu_m$ be the frequency of momentum-transfer collisions, assumed independent of electron energy. The drift velocity obeys
\begin{equation}
m\frac{du}{dt}=-\sqrt2\,eE\cos\omega t-m\nu_m u .
\label{motion}
\end{equation}
Put $u=\mathrm{Re}\,(Ue^{i\omega t})$. Then $(\nu_m+i\omega)U=-\sqrt2\,eE/m$. With $1/(\nu_m+i\omega)=(\nu_m-i\omega)/(\nu_m^2+\omega^2)$ the real part is
\begin{equation}
u=-\frac{\sqrt2\,eE}{m}\,\frac{\nu_m\cos\omega t+\omega\sin\omega t}{\nu_m^2+\omega^2}.
\label{drift}
\end{equation}
The displacement has amplitude $|U|/\omega$,
\begin{equation}
a=\frac{\sqrt2\,eE}{m\omega\sqrt{\nu_m^2+\omega^2}} .
\label{amplitude}
\end{equation}
The mean power given to an electron is the cycle average of $-eE(t)u$. Since $\langle\cos^2\omega t\rangle=1/2$ and $\langle\sin\omega t\cos\omega t\rangle=0$,
\begin{equation}
P=\frac{e^2E^2}{m}\frac{\nu_m}{\nu_m^2+\omega^2}
=\frac{e^2E_{\rm eff}^2}{m\nu_m},
\qquad
E_{\rm eff}=\frac{\nu_m}{\sqrt{\nu_m^2+\omega^2}}\,E .
\label{eeff}
\end{equation}
A steady field $E_{\rm eff}$ gives the same power, as setting $\omega=0$ shows.

Equal power does not by itself imply equal ionization, which depends on the whole distribution of electron speeds $v$. Write this distribution as $f_0(v)+(v_x/v)f_1(v,t)$, a large isotropic part and a small directed one. The directed part obeys
\begin{equation}
\frac{\partial f_1}{\partial t}+\nu_m f_1=\frac{eE(t)}{m}\frac{\partial f_0}{\partial v},
\end{equation}
which has the same form as Eq.~\eqref{motion}. The field acts back on $f_0$ through the product $E(t)f_1$. If $f_0$ hardly changes within a cycle, the average found for $P$ applies again:
\begin{equation}
\langle E(t)f_1\rangle=\frac{e}{m}\frac{\nu_mE^2}{\nu_m^2+\omega^2}\frac{\partial f_0}{\partial v}
=\frac{eE_{\rm eff}^2}{m\nu_m}\frac{\partial f_0}{\partial v}.
\end{equation}
In this two-term description $E$ and $\omega$ enter the equation for $f_0$ through $E_{\rm eff}$ alone, and so does $\nu_i$. The conditions are that $\nu_m$ does not depend on energy and that $\omega$ is much larger than the rate at which the electron energy relaxes.

\subsection{The breakdown field of a model gas}

Let $N$ be the gas density, $\nu_m=k_mN$ and $\nu_a=k_aN$. For ionization take the model law
\begin{equation}
\nu_i=k_iN\exp\left(-\frac{\beta N}{E_{\rm eff}}\right),
\label{law}
\end{equation}
which rises steadily with the field and saturates at $k_iN$. The diffusion coefficient follows from the balance between pressure gradient and friction, $0=-T\,\partial n/\partial x-m\nu_mJ$, where $T$ is the electron temperature in energy units. Comparison with $J=-D\,\partial n/\partial x$ gives $D=T/(m\nu_m)$. In the model $T$ is held fixed. In a real gas it changes with the field.

Insert Eq.~\eqref{law} in Eq.~\eqref{criterion}, divide by $k_iN$ and take the logarithm:
\begin{equation}
\frac{\beta N}{E_{\rm eff}}=G,\qquad
G=\ln\frac{k_iN}{k_aN+\kappa_1}.
\label{G}
\end{equation}
With $E=E_{\rm eff}\sqrt{1+\omega^2/\nu_m^2}$ the rms breakdown field is
\begin{equation}
E_b=\sqrt{1+\frac{\omega^2}{\nu_m^2}}\;\frac{\beta N}{G}.
\label{Eb}
\end{equation}
It exists if $G>0$, that is, if $(k_i-k_a)N>\kappa_1$. Otherwise even the saturated ionization frequency cannot make up for the losses.

Take an unnamed gas with round parameters: $L=1$~cm, frequency 3~GHz, $N=10^{23}~{\rm m^{-3}}$, $T=3$~eV, $k_m=10^{-13}$, $k_i=10^{-14}$ and $k_a=10^{-17}~{\rm m^3\,s^{-1}}$, and $\beta=3\times10^{-19}~{\rm V\,m^2}$. Then $\omega=1.885\times10^{10}~{\rm s^{-1}}$, $\nu_m=1.0\times10^{10}~{\rm s^{-1}}$ and $D=52.8~{\rm m^2\,s^{-1}}$. The rates in the criterion are
\begin{align}
\kappa_1&=52.8\left(\frac{\pi}{0.01}\right)^2{\rm s^{-1}}=5.21\times10^{6}~{\rm s^{-1}},\\
\nu_a+\kappa_1&=(1.00+5.21)\times10^{6}~{\rm s^{-1}}=6.21\times10^{6}~{\rm s^{-1}} .
\end{align}
With $k_iN=1.0\times10^{9}~{\rm s^{-1}}$ the logarithm is $G=5.08$, and
\begin{align}
E_{\rm eff}&=\frac{3.00\times10^{4}}{5.08}~{\rm V\,m^{-1}}=5.90\times10^{3}~{\rm V\,m^{-1}},\\
E_b&=2.134\,E_{\rm eff}=1.26\times10^{4}~{\rm V\,m^{-1}},
\end{align}
or 126~V/cm. The factor 2.134 is $\sqrt{1+\omega^2/\nu_m^2}$.

The threshold is sharp. From Eq.~\eqref{law}, $d\ln\nu_i/d\ln E=\beta N/E_{\rm eff}$, which equals $G$ at breakdown. A field 2\% above $E_b$ thus raises $\nu_i$ by about $0.02\times5.08\times6.21\times10^{6}=6.3\times10^{5}~{\rm s^{-1}}$. Solving the diffusion equation on a grid gives the growth rate $+6.5\times10^{5}~{\rm s^{-1}}$ at $1.02E_b$ and $-6.1\times10^{5}~{\rm s^{-1}}$ at $0.98E_b$. The two differ in size because $\nu_i$ is a curved function of $E$.

\section{Second derivation: bounds that keep the oscillating drift}

\subsection{Symbols and results carried over}

Electrons of density $n(x,t)$ occupy the gap $0<x<L$ between absorbing plates, where $n=0$. They diffuse with coefficient $D$, multiply at the net frequency $\nu=\nu_i-\nu_a$ (ionization minus attachment), and drift with velocity $u(t)$ in a field of rms value $E$ and angular frequency $\omega$. The drift moves them to and fro with amplitude $a$. The first derivation set $u=0$, found the lowest diffusion loss rate $\kappa_1=D(\pi/L)^2$, and obtained the threshold $\nu=\kappa_1$.

For a model gas of density $N$, with momentum-transfer frequency $\nu_m=k_mN$, $\nu_a=k_aN$, $D=T/(m\nu_m)$ at fixed electron temperature $T$, and $\nu_i=k_iN\exp(-\beta N/E_{\rm eff})$, the breakdown field was $E_b=\sqrt{1+\omega^2/\nu_m^2}\,\beta N/G$, with $G=\ln[k_iN/(k_aN+\kappa_1)]$. In the example $L=1$~cm, $N=10^{23}~{\rm m^{-3}}$ and $E_b=1.26\times10^{4}~{\rm V\,m^{-1}}$.

The drift is now kept. With $n=e^{\nu t}w$ the balance equation becomes
\begin{equation}
\frac{\partial w}{\partial t}=D\frac{\partial^2w}{\partial x^2}-u(t)\frac{\partial w}{\partial x},
\qquad w(0,t)=w(L,t)=0 .
\label{weq}
\end{equation}
Because $\nu$ has dropped out, $w$ has a long-time loss rate $\kappa$ of its own, averaged over a cycle, and the threshold is $\nu=\kappa$. The task is to enclose $\kappa$ between two bounds without solving for the modes.

With the drift left out, the lowest diffusion mode sets the breakdown threshold $\nu_i-\nu_a=D(\pi/L)^2$, which gives a breakdown field of $1.26\times10^{4}~{\rm V\,m^{-1}}$ in the example. It remains to bound the loss rate $\kappa$ with the drift kept, and to estimate the error of setting $n=0$ at the plates.

All numerical values are calculated from the stated model.
